Chantry's diffusion lifetime against the exact slab mode

**Question**

I am modelling the loss of radicals between two parallel plates a distance L apart. Both plates absorb a fraction γ of the atoms that hit them. For the afterglow lifetime I have been using Chantry's formula, which adds a diffusion time and a wall time:

τ_C = L²/(π²D) + Lλ/(2D),  λ = 2(2−γ)D/(γv)

Here D is the diffusion coefficient and v the mean thermal speed. An exercise asks me to compare this with the exact lifetime of the fundamental diffusion mode, and to show that τ_C is too long by at most about five percent.

The exact problem gives me a transcendental equation for the wavenumber. I can check the two limits, but I don't see how to prove anything in between without solving it for every γ. Is the sign of the error really fixed? And does five percent in the lifetime mean five percent in a γ deduced from it?

**Answer**

The way through is to avoid solving the transcendental equation. Use it to eliminate the wall parameter instead, so that the ratio of lifetimes becomes an explicit function of the wavenumber.

**The wall condition**

I assume constant D, no loss in the gas, and a mean free path much shorter than L. Let J be the net flux into a wall. For a velocity distribution that is nearly isotropic, with a small part linear in the direction cosine, the one-way flux toward the wall is nv/4 + J/2 and the one-way flux away from it is nv/4 − J/2. The wall keeps a fraction γ of what arrives:

J = γ(nv/4 + J/2)

J(1 − γ/2) = γnv/4

J = γvn/[2(2−γ)]

Writing J = Dn/λ gives your λ. It is the distance beyond the wall at which the density, extrapolated along its slope at the wall, reaches zero.

**The exact mode**

Put the walls at x = ±a with a = L/2, and define b = λ/a. Try

n = cos(yx/a) exp(−t/τ)

The diffusion equation ∂n/∂t = D ∂²n/∂x² gives 1/τ = Dy²/a², so

τ = a²/(Dy²)

At x = a the condition −dn/dx = n/λ reads (y/a) sin y = (cos y)/λ, or

y tan y = 1/b,  equivalently b = (cot y)/y

On 0 < y < π/2 both cot y and 1/y are positive and decreasing. So b falls steadily from ∞ to 0, and each b belongs to one y. The antisymmetric modes, sin(yx/a), require tan y = −by, which needs y > π/2. The root in (0, π/2) is therefore the smallest of all, and its mode is the slowest. "Exact" below means exact for this diffusion problem, not for the underlying gas kinetics.

**The ratio**

Since L²/π² = 4a²/π² and Lλ/2 = aλ = a²b, Chantry's formula is

τ_C = (a²/D)(4/π² + b)

The first term is the exact lifetime for λ = 0, where y = π/2. The second is the lifetime when the density is nearly flat: there are nL atoms per unit area, and the two walls remove 2Dn/λ per unit time. Dividing by τ and inserting b = (cot y)/y,

R = τ_C/τ = y²(4/π² + b) = 4y²/π² + y cot y

**The sign of the error**

Let s = y², so 0 < s < π²/4. The partial-fraction series of the cotangent is

y cot y = 1 − 2 Σ s/(m²π² − s),  m = 1, 2, 3, …

Hence

R − 1 = 4s/π² − 2 Σ s/(m²π² − s)

With c = m²π², write s/(c−s) = −1 + c/(c−s). Its second derivative in s is 2c/(c−s)³, so

d²(R−1)/ds² = −4 Σ m²π²/(m²π² − s)³ < 0

because s stays below π². Thus R − 1 is strictly concave in s. It vanishes at s = 0, where y cot y → 1, and at s = π²/4, where the two terms of R are 1 and 0. A strictly concave function that is zero at both ends is positive between them and has a single maximum. So for every finite λ > 0 Chantry's lifetime is too long.

**The size of the error**

The maximum satisfies

dR/dy = 8y/π² + cot y − y/sin²y = 0

whose root is y = 1.148, corresponding to b = 0.392. There 4y²/π² = 0.534 and y cot y = 0.516, so R = 1.0507. "About five percent" is therefore right, but a strict "below 5 %" would be slightly wrong. Relative to the exact loss rate, Chantry's rate is 4.8 % too low at this point.

You can also bound R without locating the maximum, because a concave curve lies below each of its tangents. At s = 1.32, R is 1.05065 and its slope in s is −1.11×10⁻⁴. Following the tangent back to s = 0 raises it by 1.32 × 1.11×10⁻⁴ ≈ 0.00015; in the other direction it falls. Hence R < 1.051 on the whole interval.

**Why the formula works at both ends**

From b = (cot y)/y, the exact lifetime can be written in the same form as Chantry's:

Dτ/a² = 1/y² = b + g,  g = (1 − y cot y)/y² = 2 Σ 1/(m²π² − y²)

Each term of the series grows with y, so g rises from 1/3 at y = 0 to 4/π² = 0.405 at y = π/2. The wall term b is common to both formulas. Chantry's approximation is to freeze g at its value for λ = 0, where the density vanishes at the walls.

The lower value 1/3 also has a meaning. With a steady uniform source S, the density is

n = S(a² − x²)/(2D) + Saλ/D

where the constant follows from the wall flux Sa = Dn(a)/λ. The average of a² − x² is 2a²/3, so the mean residence time, average n divided by S, is (a²/D)(1/3 + b). The exact afterglow lifetime lies between this time and Chantry's.

The absolute error, (a²/D)(4/π² − g), is thus always below 0.072 a²/D. It approaches that value for weakly absorbing walls, but there τ itself grows like b and the relative error disappears. The two limits are:

- **Small b.** Put y = π/2 − δ. Then tan δ = by gives δ ≈ πb/2 and y² ≈ (π²/4)(1 − 2b). So R ≈ (1 − 2b)(1 + π²b/4) ≈ 1 + (π²/4 − 2)b = 1 + 0.467b.
- **Large b.** Here y² ≈ 1/b and g ≈ 1/3, so R ≈ 1 + (4/π² − 1/3)/b = 1 + 0.072/b.

Solving the mode equation gives R = 1.0045 at b = 0.01 and 1.0007 at b = 100, in line with these.

**Deducing γ from a lifetime**

Five percent in τ does not in general mean five percent in γ. Suppose the true lifetime is measured and Chantry's formula is solved for b. The result b_C obeys

b_C + 4/π² = b + g,  so b_C = b − (4/π² − g)

This is too small, so the deduced γ is too large. For small b, 1/y² ≈ (4/π²)(1 + 2b), and subtracting 4/π² leaves b_C ≈ (8/π²)b = 0.81b. The inferred λ is then 19 % below the true one, even though the error in τ tends to zero. The wall term is a small part of the lifetime in this limit, so a small error in the total is a large error in that part. For large b, by contrast, b_C ≈ b − 0.072, and the relative errors in λ and τ are nearly equal in size, though opposite in sign. If you want γ, and diffusion to the two plates is the only loss, find y from the measured τ through y² = a²/(Dτ), and then use b = (cot y)/y.

**A worked case**

Take rough values for atomic oxygen in a parallel-plate oxygen plasma reactor: 0.5 Torr, 300 K, L = 3 cm, pD = 250 Torr cm²/s, γ = 0.05. Then D = 250/0.5 = 500 cm²/s, and v = √(8kT/πm) = 6.30×10⁴ cm/s for a mass of 16 u.

λ = 2 × 1.95 × 500/(0.05 × 6.30×10⁴) = 0.619 cm

b = 0.619/1.5 = 0.413, which gives y = 1.133

τ = 1.5²/(500 × 1.133²) s = 3.50 ms

τ_C = 1.82 ms + 1.86 ms = 3.68 ms

The overestimate is 5.1 %, practically the worst case, since the two terms happen to be nearly equal. The steady-source residence time is 3.36 ms, below τ as it should be. Deducing λ from τ = 3.50 ms by Chantry's formula gives 0.560 cm instead of 0.619 cm, and

γ = 4D/(λv + 2D) = 0.055

which is 10 % too high.

**What the slab model leaves out**

The mean free path, 3D/v = 0.024 cm, is 0.8 % of the gap. A one-speed transport calculation with isotropic scattering and diffuse re-emission changes τ by only 0.09 %. The same calculation, for a slab 40 mean free paths wide, tests the wall condition: at γ = 0.5 it gives λ = 2.04 mean free paths, against 2.00 from the formula. Using J = γnv/4, without the J/2 correction, would give 2.67. The size of these small corrections depends on the collision model: for a Maxwellian velocity distribution with a constant collision frequency and the same D and v, τ changes by 0.20 %, and λ at γ = 0.5 lies about 5 % above the formula. When the mean free path becomes comparable with L, the diffusion description is no longer justified in general. For weakly absorbing walls the lifetime can still come out nearly right, because the density is almost flat and the wall term, close to 2L/(γv), dominates.

Several other effects matter more, though three-body loss does not. Each change below is relative to the 3.50 ms lifetime, with the other inputs held fixed unless stated:

- A side wall of radius 15 cm with the same γ shortens τ by 4.0 %, to 3.36 ms. The slab value of τ_C is then about 9 % too long, because the two errors add.
- Gas at 450 K, at the same pressure and γ and with D taken as T^1.75, shortens τ by 34 %, to 2.31 ms. This assumes that the gas stays at 450 K; between cooler walls it can cool in a time comparable with τ, and the decay is then not a single exponential.
- Pumping with a 0.3 s residence time adds about 1 % to the loss rate. Three-body loss, with a rough coefficient of 6×10⁻³⁴ cm⁶/s, adds about 0.05 %.
- Halving γ gives 5.35 ms and doubling it gives 2.61 ms.

Right after the discharge is switched off, faster modes are also present. For a uniform initial density the fundamental holds 95 % of the atoms, and the next symmetric mode decays in 0.33 ms, so a fit should start several such decay times later. A lopsided initial density, with more atoms near one plate, also excites the antisymmetric mode, which here decays in 0.80 ms. This mode cancels in the total number of atoms, but a density measured away from the midplane then calls for a longer wait.

In a real reactor γ depends strongly on the surface material and its condition, and 0.05 may be far from your case. Oxide surfaces can lie well below it. With the other values unchanged, γ = 0.002 gives b = 10.6, where Chantry's error is only 0.6 %. The assumption of equal walls can also fail, for example when a wafer faces an electrode of another material. The lifetime can still be bracketed, because the slowest decay rate is the minimum over trial densities of

[D∫(dn/dx)² dx + Σ_walls (D/λ)n²]/∫n² dx

and this rises when either wall absorbs more. If both values of γ lie between 0.025 and 0.10, the slab lifetime here lies between 2.61 and 5.35 ms. That spread is far larger than the five percent at issue, so for estimating a lifetime from an uncertain γ Chantry's formula is adequate in this example. For extracting γ from a good measurement, use the mode equation, but first correct the decay rate for side walls and pumping, and make sure that D and the gas temperature are well known. The side-wall correction itself depends on γ, so if all walls share the same γ, repeat the correction with each new value until γ settles. In this example, ignoring the side wall alone would make the deduced γ about 8 % too high, nearly as large an error as Chantry's formula causes.

Table of computed values

```
maximum: y = 1.1482, b = 0.3917, ratio = 1.05065
maximum found by diagonalization: ratio = 1.05064
tangent at s = 1.32: slope -1.11e-04, bound on ratio 1.05079
underestimate of loss rate at maximum: 4.82 %
small b: (ratio-1)/b = 0.4672; pi^2/4-2 = 0.4674
large b: (ratio-1)*b = 0.07195; 4/pi^2-1/3 = 0.07195
small b: inferred/true lam = 0.8106; 8/pi^2 = 0.8106
b = 10, exact minus source time (a^2/D): matrices 0.00217, formula 0.00217
b =   0.01: y = 1.5552, ratio = 1.00449
b =   0.10: y = 1.4289, ratio = 1.03162
b =   0.40: y = 1.1422, ratio = 1.05064
b =   1.00: y = 0.8603, ratio = 1.04016
b =  10.00: y = 0.3111, ratio = 1.00675
b = 100.00: y = 0.0998, ratio = 1.00071
gamma = 1.00: lam/path transport 0.707, formula 0.667
gamma = 0.50: lam/path transport 2.042, formula 2.000
gamma = 0.05: lam/path transport 26.050, formula 26.000
pressure 0.5 Torr, temperature 300 K, gap 3.0 cm
pD = 250 Torr cm2/s, gamma = 0.05, mass = 16 u
D = 500.0 cm2/s
mean thermal speed = 6.3007e+04 cm/s
extrapolation length = 0.6190 cm, b = 0.4127, y = 1.1333
wall/centre density ratio = 0.4236
Chantry diffusion term = 1.8238 ms
Chantry wall term = 1.8569 ms
Chantry lifetime = 3.6807 ms
exact mode lifetime = 3.5034 ms = 3.5034e-03 s
uniform-source residence time = 3.3569 ms
Chantry overestimate = 5.06 %
from exact lifetime by Chantry: lam = 0.5599 cm
inferred gamma = 0.05513, error 10.3 %
mean free path 3D/v = 0.0238 cm, path/gap = 0.00794
transport lifetime change = 0.087 %
fundamental share of uniform initial filling = 0.9545
next even mode lifetime = 0.3253 ms
side wall, radius 15 cm: radial k = 0.1539 1/cm
lifetime with side wall = 3.3639 ms (-3.98 %)
gas at 450 K, D ~ T^1.75: D = 1016.6 cm2/s
hot-gas lifetime = 2.3060 ms (-34.2 %)
hot-gas Chantry overestimate = 4.65 %
gas density = 1.609e+16 cm-3, rough k3 = 6e-34 cm6/s
three-body loss / wall loss = 5.44e-04
pumping loss / wall loss = 0.0117 (residence 0.3 s)
gamma = 0.025: exact lifetime = 5.3529 ms
gamma = 0.100: exact lifetime = 2.6112 ms
```
